# Why a Kane subband has a sloping two-dimensional density of states: a program that tests the result

```python
# Result under test: a Kane subband in two dimensions has the density of states
#   g(E) = g0 (1 + 2 alpha E) above its edge, g0 = m/(pi hbar^2), spin included,
# where E is measured from the bulk conduction-band edge.
# m: band-edge mass, alpha = 1/gap, width: hard-wall well width.
# The reference side is a coupled s-p band Hamiltonian, diagonalized on a grid,
# followed by explicit counting of wavevectors in a periodic box.
# Internal units: eV and nm.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq
from scipy.special import spence

mass = 0.04            # in free-electron masses
gap = 0.5              # eV
width = 10.0           # nm
density = 0.03         # nm^-2
temperature = 300.0    # K
alpha = 1.0 / gap
free_c = const.hbar**2 / (2 * const.m_e) / const.e * 1e18  # hbar^2/2m0, eV nm^2
band_c = free_c / mass
coupling = np.sqrt(gap * band_c)                            # P, eV nm
g0 = 1.0 / (2 * np.pi * band_c)                             # eV^-1 nm^-2
kt = const.k * temperature / const.e


# ---------- derived formulas ----------
def edge(n):
    gamma = band_c * (np.pi * n / width)**2
    return (np.sqrt(1 + 4 * alpha * gamma) - 1) / (2 * alpha)


def stretch(energy):
    return 1 + 2 * alpha * energy


def dos(energy):
    return g0 * stretch(energy) * sum(energy > edge(n) for n in (1, 2, 3))


def thermal_density(mu, n):
    eta = (mu - edge(n)) / kt
    f_one = -spence(1 + np.exp(eta))
    return g0 * kt * (stretch(edge(n)) * np.logaddexp(0, eta)
                      + 2 * alpha * kt * f_one)


# ---------- coupled-band well on a staggered grid ----------
cells = 100
step = width / cells
nodes = cells - 1
derivative = np.zeros((cells, nodes))
for j in range(nodes):
    derivative[j, j] = 1 / step
    derivative[j + 1, j] = -1 / step


def subbands(kx, ky=0.0):
    size = 3 * nodes + cells
    ham = np.zeros((size, size))
    ham[np.arange(nodes, size), np.arange(nodes, size)] = -gap
    unit = np.eye(nodes)
    ham[nodes:2 * nodes, :nodes] = coupling * kx * unit
    ham[2 * nodes:3 * nodes, :nodes] = coupling * ky * unit
    ham[3 * nodes:, :nodes] = coupling * derivative
    levels = np.linalg.eigvalsh(ham, UPLO='L')
    return levels[levels > 0][:3]


k_max = 0.9
k_grid = np.linspace(0, k_max, 46)
levels = np.array([subbands(k) for k in k_grid])
assert np.allclose(levels[0], [edge(1), edge(2), edge(3)], rtol=1e-3)
assert np.allclose(subbands(0.3, 0.4), subbands(0.5), atol=1e-9)
band = [CubicSpline(k_grid**2, levels[:, i]) for i in (0, 1)]

# ---------- count wavevectors in a periodic box ----------
box = 4000.0
top = int(k_max * box / (2 * np.pi))
index = np.arange(-top, top + 1) * 2 * np.pi / box
k_squared = (index[:, None]**2 + index[None, :]**2).ravel()
k_squared = k_squared[k_squared < k_max**2]
box_energy = [curve(k_squared) for curve in band]
window = 0.04


def counted_dos(energies, centre):
    hits = np.count_nonzero(np.abs(energies - centre) < window / 2)
    return 2 * hits / (box**2 * window)


centres = [0.12, 0.16, 0.20, 0.30, 0.36]
counted = [sum(counted_dos(e, c) for e in box_energy) for c in centres]
for centre, value in zip(centres, counted):
    assert abs(value / dos(centre) - 1) < 0.01
# At one energy the two open subbands contribute equally.
shares = [counted_dos(e, 0.30) for e in box_energy]
assert abs(shares[0] / shares[1] - 1) < 0.01
# A parabolic band in the same box has a constant density of states.
parabolic = [counted_dos(band_c * k_squared, c) for c in (0.12, 0.36)]
assert np.allclose(parabolic, g0, rtol=0.01)

# ---------- filling at zero temperature ----------
e1, e2, e3 = edge(1), edge(2), edge(3)
s1 = stretch(e1)
fermi_above = (np.sqrt(s1**2 + 4 * alpha * density / g0) - s1) / (2 * alpha)
fermi = e1 + fermi_above
assert fermi < e2
filled = 2 * np.count_nonzero(box_energy[0] < fermi) / box**2
assert abs(filled / density - 1) < 0.005
constant_bare = density / g0
constant_edge = density / (g0 * s1)

# Kane form with energy measured from the first subband edge.
k_fermi = np.sqrt(2 * np.pi * density)
edge_mass = mass * s1
edge_alpha = alpha / s1
rise = subbands(k_fermi)[0] - subbands(0.0)[0]
kane_side = rise * (1 + edge_alpha * rise)
assert abs(kane_side / (free_c * k_fermi**2 / edge_mass) - 1) < 1e-3

# ---------- two different masses at the Fermi level ----------
dk = 0.01
low, mid, high = [subbands(k_fermi + d)[0] for d in (-dk, 0, dk)]
momentum_numeric = 2 * free_c * k_fermi / ((high - low) / (2 * dk))
curvature_numeric = 2 * free_c / ((high - 2 * mid + low) / dk**2)
momentum_mass = mass * stretch(fermi)
curvature_mass = mass * stretch(fermi)**3 / s1**2
assert abs(momentum_numeric / momentum_mass - 1) < 2e-3
assert abs(curvature_numeric / curvature_mass - 1) < 5e-3

# ---------- filling at finite temperature ----------
mu = brentq(lambda x: thermal_density(x, 1) + thermal_density(x, 2)
            - density, 0.0, 0.4)
parts = [thermal_density(mu, n) for n in (1, 2)]
for curve, part in zip(band, parts):
    direct = quad(lambda k: k / np.pi / (1 + np.exp((curve(k * k) - mu) / kt)),
                  0, k_max, limit=200)[0]
    assert abs(direct / part - 1) < 0.01
third_share = thermal_density(mu, 3) / density
assert third_share < 1e-3


# ---------- bulk dispersion with spin-orbit splitting ----------
def split_band(delta, probe):
    u = np.linspace(0, 0.6, 401)               # (P k)^2 in eV^2
    ham = np.zeros((u.size, 3, 3))
    ham[:, 1, 1] = -gap
    ham[:, 2, 2] = -gap - delta
    ham[:, 0, 1] = ham[:, 1, 0] = np.sqrt(2 * u / 3)
    ham[:, 0, 2] = ham[:, 2, 0] = np.sqrt(u / 3)
    energy = np.linalg.eigvalsh(ham)[:, -1]
    area = CubicSpline(energy, u)
    return area(0, 2) / (2 * area(0, 1)), area(probe, 1) / area(0, 1)


def split_alpha(delta):
    return 1 / gap + 1 / (gap + delta) - 1 / (gap + 2 * delta / 3)


delta, probe = 0.4, 0.3
alpha_numeric, ratio_split = split_band(delta, probe)
assert abs(alpha_numeric / split_alpha(delta) - 1) < 2e-3
ratio_linear = 1 + 2 * split_alpha(delta) * probe
bend = ratio_split / ratio_linear - 1
assert 0.002 < abs(bend) < 0.02
for limit in (0.0, 1e4):
    a_limit, r_limit = split_band(limit, probe)
    assert abs(a_limit * gap - 1) < 2e-3
    assert abs(r_limit / (1 + 2 * probe / gap) - 1) < 1e-3

# ---------- printed numbers ----------
unit = 1e14 / 1e13     # eV^-1 nm^-2 to 1e13 eV^-1 cm^-2
print(f"band-edge mass: {mass:.3f} m0")
print(f"gap: {gap:.2f} eV")
print(f"alpha: {alpha:.2f} 1/eV")
print(f"well width: {width:.1f} nm")
print(f"sheet density: {density * 1e14:.2e} cm^-2")
print(f"hbar^2/2m: {band_c:.4f} eV nm^2")
print(f"coupling P: {coupling:.4f} eV nm")
for n in (1, 2, 3):
    print(f"gamma_{n}: {band_c * (np.pi * n / width)**2:.4f} eV")
    print(f"edge E_{n}: {edge(n):.4f} eV")
print("densities of states in 1e13 eV^-1 cm^-2:")
print(f"  parabolic g0: {g0 * unit:.3f}")
print(f"  first tread, start: {g0 * s1 * unit:.3f}")
print(f"  first tread, end: {g0 * stretch(e2) * unit:.3f}")
print(f"  just above E_2: {2 * g0 * stretch(e2) * unit:.3f}")
print(f"rise along first tread: factor {stretch(e2) / s1:.3f}")
print("E (eV), counted, formula (1e13 eV^-1 cm^-2):")
for centre, value in zip(centres, counted):
    print(f"  {centre:.2f}  {value * unit:.3f}  {dos(centre) * unit:.3f}")
print("parabolic band counted at 0.12 and 0.36 eV:")
print(f"  {parabolic[0] * unit:.3f}  {parabolic[1] * unit:.3f}"
      " (1e13 eV^-1 cm^-2)")
print(f"1 + 2 alpha E_1: {s1:.4f}")
print(f"edge mass m_1: {edge_mass:.4f} m0")
print(f"edge alpha_1: {edge_alpha:.4f} 1/eV")
print(f"n_s/g0: {density / g0:.4f} eV")
print(f"Fermi energy above E_1, Kane: {fermi_above * 1e3:.1f} meV")
print(f"  with constant g0: {constant_bare * 1e3:.1f} meV")
print(f"  with constant edge value: {constant_edge * 1e3:.1f} meV")
print(f"Fermi level from bulk edge: {fermi:.4f} eV")
print(f"density counted below it: {filled * 1e14:.3e} cm^-2")
print(f"Fermi wavevector: {k_fermi:.4f} 1/nm")
print(f"g at Fermi level: {dos(fermi) * unit:.3f} 1e13 eV^-1 cm^-2")
print(f"momentum mass, formula: {momentum_mass:.4f} m0")
print(f"momentum mass, numerical: {momentum_numeric:.4f} m0")
print(f"curvature mass, formula: {curvature_mass:.4f} m0")
print(f"curvature mass, numerical: {curvature_numeric:.4f} m0")
print(f"temperature: {temperature:.0f} K, kT: {kt * 1e3:.2f} meV")
print(f"chemical potential from bulk edge: {mu:.4f} eV")
print(f"share of second subband: {100 * parts[1] / density:.2f} %")
print(f"neglected third-subband share: {100 * third_share:.4f} %")
print(f"spin-orbit splitting: {delta:.2f} eV")
print(f"alpha with splitting: {split_alpha(delta):.4f} 1/eV")
print(f"g({probe:.1f} eV)/g(0), diagonalized: {ratio_split:.4f}")
print(f"g({probe:.1f} eV)/g(0), linear law: {ratio_linear:.4f}")
print(f"departure from linear law: {100 * bend:.2f} %")
print("verified")
```

Printed output:

```
band-edge mass: 0.040 m0
gap: 0.50 eV
alpha: 2.00 1/eV
well width: 10.0 nm
sheet density: 3.00e+12 cm^-2
hbar^2/2m: 0.9525 eV nm^2
coupling P: 0.6901 eV nm
gamma_1: 0.0940 eV
edge E_1: 0.0809 eV
gamma_2: 0.3760 eV
edge E_2: 0.2505 eV
gamma_3: 0.8461 eV
edge E_3: 0.4468 eV
densities of states in 1e13 eV^-1 cm^-2:
  parabolic g0: 1.671
  first tread, start: 2.212
  first tread, end: 3.345
  just above E_2: 6.691
rise along first tread: factor 1.513
E (eV), counted, formula (1e13 eV^-1 cm^-2):
  0.12  2.474  2.473
  0.16  2.741  2.740
  0.20  3.006  3.008
  0.30  7.354  7.352
  0.36  8.155  8.154
parabolic band counted at 0.12 and 0.36 eV:
  1.670  1.671 (1e13 eV^-1 cm^-2)
1 + 2 alpha E_1: 1.3237
edge mass m_1: 0.0529 m0
edge alpha_1: 1.5110 1/eV
n_s/g0: 0.1795 eV
Fermi energy above E_1, Kane: 115.5 meV
  with constant g0: 179.5 meV
  with constant edge value: 135.6 meV
Fermi level from bulk edge: 0.1964 eV
density counted below it: 3.000e+12 cm^-2
Fermi wavevector: 0.4342 1/nm
g at Fermi level: 2.984 1e13 eV^-1 cm^-2
momentum mass, formula: 0.0714 m0
momentum mass, numerical: 0.0714 m0
curvature mass, formula: 0.1300 m0
curvature mass, numerical: 0.1300 m0
temperature: 300 K, kT: 25.85 meV
chemical potential from bulk edge: 0.1908 eV
share of second subband: 2.87 %
neglected third-subband share: 0.0021 %
spin-orbit splitting: 0.40 eV
alpha with splitting: 1.8068 1/eV
g(0.3 eV)/g(0), diagonalized: 2.0604
g(0.3 eV)/g(0), linear law: 2.0841
departure from linear law: -1.13 %
verified
```
